**Copper's neck radius from a 2.17 kT quantum oscillation**

The program converts the given frequency $F$ into the extremal area $2\pi eF/\hbar$ and the radius $k_n=\sqrt{2eF/\hbar}$, where $e$ is the elementary charge. It compares $k_n$ with the free-electron wavevector $k_F=(12\pi^2)^{1/3}/a$ for a rough lattice constant $a=3.6$ Å. The output gives $k_n=0.257$ Å⁻¹, $k_F=1.364$ Å⁻¹ and a ratio of 18.8 percent. Assertions compare the area rule with diagonalized levels of a non-parabolic Hamiltonian, the SI prefactor with Landau-level crossings, and $k_F$ with a count of states in a finite crystal. A model Fermi surface, fitted to half filling and to the given neck area, is used to assert that summed slices oscillate at the waist frequency and not at that of the mean area. The thermal factor is asserted against numerical integration; it is 0.92 at 1 K and negligible at 300 K for a field of 10 T and a rough cyclotron mass of 0.5 electron masses. The model surface also sizes the neck's departure from a circle, the effect of a 2° tilt and the gap to neighbouring orbits, but it does not predict the neck size.

## Numerical check

```python
"""
Result under test: a quantum-oscillation frequency F gives the extremal
Fermi-surface area A = 2 pi e F / hbar. For copper's neck, F = 2.17 kT gives
the area-equivalent radius k_n = sqrt(2 e F / hbar), about 0.26 1/angstrom,
or 19 percent of the free-electron k_F = (12 pi^2)^(1/3) / a.
Symbols: e elementary charge, a cubic lattice constant, B magnetic field.
Wavevectors are in 1/angstrom unless a name says otherwise.
The model surface is a two-shell fcc cosine series fixed by half filling
and the given neck area; it only sizes corrections and tests slice selection.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq

e, hbar, kB, me = const.e, const.hbar, const.k, const.m_e
frequency = 2170.0          # tesla, given
a = 3.6                     # angstrom, rough
field = 10.0                # tesla
mass_ratio = 0.5            # neck cyclotron mass / electron mass, rough
temperature = 1.0           # kelvin

# Main deduction
neck_area = 2 * np.pi * e * frequency / hbar * 1e-20
neck_radius = np.sqrt(neck_area / np.pi)
k_free = (12 * np.pi**2) ** (1 / 3) / a
ratio = neck_radius / k_free
gamma_L = np.sqrt(3) * np.pi / a
free_frequency = hbar * (k_free * 1e10) ** 2 / (2 * e)
assert abs(neck_radius - 0.26) < 0.005
assert abs(ratio - 0.19) < 0.005
assert k_free < gamma_L

# Area rule: exact levels of H = kx^2/2 + 4 ky^2 + 0.3 kx^4,
# with [kx, ky] = i b. Products are formed before truncating the basis.
dim, big = 160, 168
lower = np.diag(np.sqrt(np.arange(1, big)), 1)
kx2 = (lower + lower.T) @ (lower + lower.T) / 2
ky2 = -(lower - lower.T) @ (lower - lower.T) / 2
quadratic = (0.5 * kx2 + 4 * ky2)[:dim, :dim]
quartic = (0.3 * kx2 @ kx2)[:dim, :dim]


def level(b, n):
    return np.linalg.eigvalsh(b * quadratic + b * b * quartic)[n]


crossings = [brentq(lambda b: level(b, n) - 1.0, 0.002, 0.05, xtol=1e-13)
             for n in (20, 21)]
period_levels = 1 / crossings[1] - 1 / crossings[0]
x_max = np.sqrt((-0.5 + np.sqrt(0.25 + 1.2)) / 0.6)
test_area = 4 * quad(lambda x: np.sqrt(max(0.0, 1 - x*x/2 - 0.3*x**4) / 4),
                     0, x_max)[0]
period_area = 2 * np.pi / test_area
assert abs(period_levels / period_area - 1) < 1e-3

# SI prefactor: fields at which Landau levels cross the orbit's energy
orbit_energy = (hbar * neck_radius * 1e10) ** 2 / (2 * me)
inverse_fields = [1 / brentq(
    lambda B: (n + 0.5) * hbar * e * B / me - orbit_energy, 0.1, 1000)
    for n in (200, 201)]
assert abs((inverse_fields[1] - inverse_fields[0]) * frequency - 1) < 1e-6

# Count spin states in a finite periodic crystal of cells^3 cubic cells
cells = 40
integers = np.arange(-35, 36)
nx, ny, nz = np.meshgrid(integers, integers, integers, indexing="ij")
k_squared = (2 * np.pi / (cells * a)) ** 2 * (nx**2 + ny**2 + nz**2)
state_count = 2 * np.count_nonzero(k_squared < k_free**2)
electron_count = 4 * cells**3
assert abs(state_count / electron_count - 1) < 0.01  # finite-size error


# Model surface: shape(k) = surface_level, filled where shape is smaller
def shape(points, second):
    phase = points * a / 2
    c = np.cos(phase)
    near = c[..., 0]*c[..., 1] + c[..., 1]*c[..., 2] + c[..., 2]*c[..., 0]
    return 3 - near + second * (3 - np.cos(2 * phase).sum(axis=-1))


def zone_grid(count):
    x = (np.arange(count) + 0.5) * np.pi / count * 2 / a
    return np.stack(np.meshgrid(x, x, x, indexing="ij"), axis=-1)


grid = zone_grid(80)
first_shell = shape(grid, 0.0)
second_shell = shape(grid, 1.0) - first_shell
L_point = np.ones(3) * np.pi / a
normal = np.ones(3) / np.sqrt(3)
axis1 = np.array([1, -1, 0]) / np.sqrt(2)
axis2 = np.array([1, 1, -2]) / np.sqrt(6)
angles = np.arange(360) * 2 * np.pi / 360


def half_level(second):
    return np.median(first_shell + second * second_shell)


def orbit_radii(second, height, offset=0.0, tilt=0.0):
    tilted = axis2 * np.cos(tilt) + normal * np.sin(tilt)
    rays = (np.cos(angles)[:, None] * axis1
            + np.sin(angles)[:, None] * tilted)
    center = L_point + offset * normal
    if shape(center, second) >= height:
        return np.zeros(len(angles))
    low = np.zeros(len(angles))
    high = np.full(len(angles), 3.0 / a)
    assert np.all(shape(center + high[:, None] * rays, second) > height)
    for _ in range(50):
        middle = (low + high) / 2
        inside = shape(center + middle[:, None] * rays, second) < height
        low = np.where(inside, middle, low)
        high = np.where(inside, high, middle)
    return (low + high) / 2


def orbit_area(second, height, offset=0.0, tilt=0.0):
    return np.pi * np.mean(orbit_radii(second, height, offset, tilt) ** 2)


second = brentq(lambda r: orbit_area(r, half_level(r)) - neck_area,
                -0.1, 0.1, xtol=1e-10)
surface_level = half_level(second)
filling = np.mean(shape(zone_grid(101), second) < surface_level)
assert abs(filling - 0.5) < 0.003  # independent grid, finite cell size
central_area = orbit_area(second, surface_level)
assert abs(central_area / neck_area - 1) < 0.002
radii = orbit_radii(second, surface_level)
tilt_area = orbit_area(second, surface_level, tilt=np.radians(2))
tilt_change = tilt_area / central_area - 1
assert tilt_change > 0

# Sum slices along the field and recover the frequency from the phase
half_width = 0.15
nodes = np.linspace(-half_width, half_width, 31)
node_areas = np.array([orbit_area(second, surface_level, d) for d in nodes])
assert np.argmin(node_areas) == 15
offsets = np.linspace(-half_width, half_width, 8001)
areas = CubicSpline(nodes, node_areas)(offsets)
window = np.cos(np.pi * offsets / (2 * half_width)) ** 2
inverse_B = np.linspace(1 / 10, 1 / 8, 400)
scale = hbar / e * 1e20
signal = np.array([np.sum(window * np.exp(1j * scale * x * areas))
                   for x in inverse_B])
slope = np.polyfit(inverse_B, np.unwrap(np.angle(signal)), 1)[0]
stack_frequency = slope / (2 * np.pi)
waist_frequency = scale * central_area / (2 * np.pi)
mean_frequency = scale * np.average(areas, weights=window) / (2 * np.pi)
assert abs(stack_frequency / waist_frequency - 1) < 2e-3
assert abs(mean_frequency / waist_frequency - 1) > 0.03

# Wavevector gap from the neck to other orbits in the same plane
distance = np.linspace(0, 2.5, 2501)
rays = np.cos(angles)[:, None] * axis1 + np.sin(angles)[:, None] * axis2
filled = shape(L_point + distance[None, :, None] * rays[:, None, :],
               second) < surface_level
gaps = []
for row in filled:
    exit_index = np.argmin(row)
    later = np.flatnonzero(row[exit_index:])
    if len(later):
        gaps.append(distance[exit_index + later[0]] - distance[exit_index])
gap = min(gaps)
magnetic_k = np.sqrt(e * field / hbar) * 1e-10
assert gap / magnetic_k > 10

# Thermal smearing
cyclotron_energy = hbar * e * field / (mass_ratio * me)


def thermal_factor(T):
    X = 2 * np.pi**2 * kB * T / cyclotron_energy
    return X / np.sinh(X)


thermal_integral = quad(
    lambda y: np.cos(2*np.pi*kB*temperature*y/cyclotron_energy)
    / (4*np.cosh(y/2)**2), -40, 40, limit=200)[0]
assert abs(thermal_integral - thermal_factor(temperature)) < 1e-7

print(f"Given neck frequency: {frequency/1000:.2f} kT")
print(f"Lattice constant, rough input: {a:.1f} angstrom")
print(f"Neck area: {neck_area:.4f} 1/angstrom^2")
print(f"Neck radius: {neck_radius:.4f} 1/angstrom")
print(f"Neck radius, converted: {neck_radius*10:.3f} 1/nm")
print(f"Electron density: {4/a**3:.5f} 1/angstrom^3")
print(f"Free-electron k_F: {k_free:.4f} 1/angstrom")
print(f"Neck radius / k_F: {100*ratio:.2f} percent")
print(f"Neck area / free-sphere area: {100*ratio**2:.2f} percent")
print(f"Gamma-L distance: {gamma_L:.4f} 1/angstrom")
print(f"k_F / Gamma-L distance: {k_free/gamma_L:.4f} (no unit)")
print(f"Free-sphere frequency: {free_frequency/1000:.2f} kT")
print(f"Ratio if a is 1 percent smaller: {99*ratio:.2f} percent")
print(f"Test orbit period from levels: {period_levels:.6f} (scaled)")
print(f"Test orbit period from area: {period_area:.6f} (scaled)")
print(f"Finite-crystal spin states: {state_count} (count)")
print(f"Finite-crystal electrons: {electron_count} (count)")
print(f"Model second-shell coefficient: {second:.5f} (no unit)")
print(f"Model surface level: {surface_level:.5f} (no unit)")
print(f"Model smallest neck radius: {radii.min():.5f} 1/angstrom")
print(f"Model largest neck radius: {radii.max():.5f} 1/angstrom")
print(f"Area change for 2 degree tilt: {100*tilt_change:.3f} percent")
print(f"Radius change for 2 degree tilt: "
      f"{100*(np.sqrt(1+tilt_change)-1):.3f} percent")
print(f"Frequency from summed slices: {stack_frequency/1000:.4f} kT")
print(f"Frequency of model waist: {waist_frequency/1000:.4f} kT")
print(f"Frequency from mean slice area: {mean_frequency/1000:.4f} kT")
print(f"Example field: {field:.1f} T")
print(f"F/B at example field: {frequency/field:.1f} (no unit)")
print(f"Approximate oscillation spacing: {field**2/frequency:.4f} T")
print(f"Gap to neighbouring orbit: {gap:.3f} 1/angstrom")
print(f"sqrt(eB/hbar): {magnetic_k:.5f} 1/angstrom")
print(f"Gap / sqrt(eB/hbar): {gap/magnetic_k:.1f} (no unit)")
print(f"Neck cyclotron mass, rough input: {mass_ratio:.1f} electron masses")
print(f"Landau spacing: {cyclotron_energy/e*1000:.3f} meV")
print(f"Thermal factor at {temperature:.0f} K: "
      f"{thermal_factor(temperature):.4f} (no unit)")
print(f"Thermal factor at 300 K: {thermal_factor(300):.2e} (no unit)")
print("every check passed")
```

It prints:

```
Given neck frequency: 2.17 kT
Lattice constant, rough input: 3.6 angstrom
Neck area: 0.2071 1/angstrom^2
Neck radius: 0.2568 1/angstrom
Neck radius, converted: 2.568 1/nm
Electron density: 0.08573 1/angstrom^3
Free-electron k_F: 1.3641 1/angstrom
Neck radius / k_F: 18.82 percent
Neck area / free-sphere area: 3.54 percent
Gamma-L distance: 1.5115 1/angstrom
k_F / Gamma-L distance: 0.9025 (no unit)
Free-sphere frequency: 61.24 kT
Ratio if a is 1 percent smaller: 18.64 percent
Test orbit period from levels: 3.518768 (scaled)
Test orbit period from area: 3.518930 (scaled)
Finite-crystal spin states: 255830 (count)
Finite-crystal electrons: 256000 (count)
Model second-shell coefficient: 0.07662 (no unit)
Model surface level: 3.53118 (no unit)
Model smallest neck radius: 0.25677 1/angstrom
Model largest neck radius: 0.25679 1/angstrom
Area change for 2 degree tilt: 0.269 percent
Radius change for 2 degree tilt: 0.134 percent
Frequency from summed slices: 2.1700 kT
Frequency of model waist: 2.1700 kT
Frequency from mean slice area: 2.4967 kT
Example field: 10.0 T
F/B at example field: 217.0 (no unit)
Approximate oscillation spacing: 0.0461 T
Gap to neighbouring orbit: 1.368 1/angstrom
sqrt(eB/hbar): 0.01233 1/angstrom
Gap / sqrt(eB/hbar): 111.0 (no unit)
Neck cyclotron mass, rough input: 0.5 electron masses
Landau spacing: 2.315 meV
Thermal factor at 1 K: 0.9154 (no unit)
Thermal factor at 300 K: 8.45e-94 (no unit)
every check passed
```
